# The relativistic Scott function compared with the quadratic Schwinger term: test program

```python
"""Relativistic Scott function of the point-nucleus hydrogenic spectrum.

Result under test, with g = Z*alpha < 1:
  S(g) = sum over all bound states of (Dirac - Schroedinger level)/(g^2 m c^2)
       = -C g^2 - Q g^4 + O(g^6),
  C = 5 pi^2/24 - zeta(3),   Q = 11 zeta(5)/4 - 19 zeta(4)/8.
The total level shift is Z^2 S(g) hartree. Symbols: n principal quantum number,
kappa Dirac angular number, k = |kappa|, delta = k - sqrt(k^2 - g^2).
Lengths are in hbar/(m c), energies E (rest energy included) in m c^2.
"""
import math
import numpy as np
import sympy as sp
from scipy.constants import fine_structure, physical_constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import binom, zeta

C = 5 * math.pi**2 / 24 - zeta(3)
Q = 11 * zeta(5) / 4 - 19 * zeta(4) / 8


def binding(g, n_eff):
    """1 - E for effective quantum number n_eff, free of cancellation."""
    x2 = (g / n_eff)**2
    root = np.sqrt(1 + x2)
    return x2 / (root * (1 + root))


def defect(g, k):
    return g * g / (k + np.sqrt(k * k - g * g))


# ---------- levels straight from the radial Dirac equation ----------
def phase_mismatch(E, kappa, g, r_match=3.0):
    """Outward minus inward angle theta, tan(theta) = Q/P, at r_match."""
    s = math.sqrt(kappa**2 - g * g)
    lam = math.sqrt(1 - E * E)

    def slope(x, th):
        a = 2 * th[0]
        return [kappa * math.sin(a) + math.exp(x) * (math.cos(a) - E) - g]

    def integrate(r_start, theta_start):
        sol = solve_ivp(slope, (math.log(r_start), math.log(r_match)),
                        [theta_start], method="DOP853", rtol=1e-10, atol=1e-10)
        assert sol.success
        return sol.y[0, -1]

    outward = integrate(1e-6, math.atan((s + kappa) / g))
    inward = integrate(r_match + 30 / lam, -math.atan(lam / (1 + E)))
    return outward - inward


def radial_levels(kappa, g, low, high):
    """All eigenvalues in (low, high); the mismatch falls monotonically."""
    top = phase_mismatch(low, kappa, g) / math.pi
    bottom = phase_mismatch(high, kappa, g) / math.pi
    return [brentq(lambda E: phase_mismatch(E, kappa, g) - m * math.pi,
                   low, high, xtol=1e-11)
            for m in range(math.floor(top), math.ceil(bottom) - 1, -1)]


# ---------- road one: shell by shell, with asymptotic tail ----------
def shell_shifts(g, n_max):
    k = np.arange(1.0, n_max + 1)
    d = defect(g, k)
    t = np.empty(n_max)
    for n in range(1, n_max + 1):
        weight = 4 * k[:n]
        weight[-1] = 2 * n
        diff = 0.5 / n**2 - binding(g, n - d[:n]) / g**2
        assert np.all(diff < 0)          # every Dirac level lies lower
        t[n - 1] = np.dot(weight, diff)
    return t


def cubic_tail_coefficient(g, k_max=20000):
    k = np.arange(1.0, k_max + 1)
    sum_d2 = np.sum(defect(g, k)**2) + g**4 / (4 * (k_max + 0.5))
    return g * g - 2 * sum_d2


def shell_tail(g, n_max):
    return (-1.25 * g * g * zeta(2, n_max + 1)
            + cubic_tail_coefficient(g) * zeta(3, n_max + 1))


# ---------- road two: sum over n first at fixed k ----------
def channel_excess(g, k_max=3000, n_direct=6):
    """Part of S beyond first order: array over k, and the 1s part alone."""
    k = np.arange(1.0, k_max + 1)
    s = np.sqrt(k * k - g * g)

    def excess(nr):
        n = k + nr
        return (-binding(g, nr + s) / g**2 + 0.5 / n**2
                + g * g / (2 * n**4) * (n / k - 0.75))

    lowest = excess(0)
    higher = sum(excess(nr) for nr in range(1, n_direct))
    for j in range(1, 13):
        higher = higher + (binom(-0.5, j) * g**(2 * j - 2)
                           * zeta(2 * j, n_direct + s))
    q = n_direct + k
    higher = (higher + 0.5 * zeta(2, q)
              + g * g / 2 * (zeta(3, q) / k - 0.75 * zeta(4, q)))
    return 2 * k * lowest + 4 * k * higher, 2 * lowest[0]


def scott(g):
    return -C * g * g + np.sum(channel_excess(g)[0])


# ---------- symbolic tests of the level expansion and the zeta identity ----------
u, ns, ks, a, b = sp.symbols("u n k a b", positive=True)
level = 1 / sp.sqrt(1 + u / (ns - ks + sp.sqrt(ks**2 - u))**2)
expected = [-1 / (2 * ns**2),
            -(ns / ks - sp.Rational(3, 4)) / (2 * ns**4),
            -1 / (8 * ns**3 * ks**3) - 3 / (8 * ns**4 * ks**2)
            + 3 / (4 * ns**5 * ks) - 5 / (16 * ns**6)]
derivative = level
for order, coefficient in enumerate(expected, 1):
    derivative = sp.diff(derivative, u)
    found = derivative.subs(u, 0) / sp.factorial(order)
    assert sp.simplify(found - coefficient) == 0
w = a + b
split = (1 / (w**2 * b**3) + 2 / (w**3 * b**2) + 3 / (w**4 * b)
         + 1 / (w**3 * a**2) + 3 / (w**4 * a))
assert sp.simplify(split - 1 / (a**2 * b**3)) == 0

print(f"Schwinger coefficient C = {C:.8f}")
print(f"quartic coefficient Q = {Q:.8f}")

# ---------- first three shells at g = 0.9 from the radial equation ----------
g_top = 0.9
window_top = 1 - g_top**2 / (2 * 3.15**2)
states, energy_sum = 0, 0.0
print(f"g = {g_top}: s for k=1 = {math.sqrt(1 - g_top**2):.6f}; "
      f"search window E/mc^2 = 0 to {window_top:.6f}")
print("kappa  n  E/mc^2 (radial equation)  E/mc^2 (formula)")
for kappa in (-1, 1, -2, 2, -3, 3, -4):
    k_abs = abs(kappa)
    n_values = range(k_abs if kappa < 0 else k_abs + 1, 4)
    found = radial_levels(kappa, g_top, 0.0, window_top)
    assert len(found) == len(n_values)
    for n, E in zip(n_values, found):
        formula = 1 - binding(g_top, n - defect(g_top, k_abs))
        assert abs(E - formula) < 1e-7
        states += 2 * k_abs
        energy_sum += 2 * k_abs * (E - 1)
        print(f"{kappa:+d}  {n}  {E:.8f}  {formula:.8f}")
assert states == 28
three_shells = energy_sum / g_top**2 + 3   # each Schroedinger shell gives -1

# ---------- convergence and agreement of the two roads ----------
N = 1500
shifts = shell_shifts(g_top, N)
partial = np.cumsum(shifts)
assert abs(three_shells - partial[2]) < 1e-6
b_top = cubic_tail_coefficient(g_top)
# the neglected next term of n^2 t_n is of size ln(n)/n^2, a few 1e-6 here
assert abs(N**2 * shifts[-1] + 1.25 * g_top**2 - b_top / N) < 1e-5
print(f"states in three shells = {states}")
print(f"three-shell sum from radial equation = {three_shells:.6f} Z^2 hartree")
for cut in (1, 3, 10, 100, N):
    print(f"raw sum at g=0.9 after {cut} shells = {partial[cut-1]:.6f} Z^2 hartree")
print(f"tail coefficients at g=0.9: 1/n^2: {-1.25*g_top**2:.6f}, "
      f"1/n^3: {b_top:.6f}")
print(f"tail added after {N} shells = {shell_tail(g_top, N):.8f} Z^2 hartree")

print("g  Z=g/alpha  S  -C g^2  -C g^2-Q g^4 (Z^2 hartree)  missed by -C g^2 (%)")
largest_difference = 0.0
ratios = []
for i in range(1, 10):
    g = i / 10
    by_shell = np.sum(shell_shifts(g, N)) + shell_tail(g, N)
    by_channel = scott(g)
    largest_difference = max(largest_difference, abs(by_shell - by_channel))
    quadratic = -C * g * g
    quartic = quadratic - Q * g**4
    ratios.append(by_channel / quadratic)
    missed = 100 * (1 - quadratic / by_channel)
    print(f"{g:.1f}  {g/fine_structure:.2f}  {by_channel:.6f}  {quadratic:.6f}"
          f"  {quartic:.6f}  {missed:.2f}")
assert largest_difference < 1e-8
assert ratios[0] > 1 and np.all(np.diff(ratios) > 0)
print(f"largest difference of the two summations = {largest_difference:.1e} Z^2 hartree")

# ---------- small-g limit of the direct sum against C and Q ----------
def scaled_rest(g):
    direct = np.sum(shell_shifts(g, N)) + shell_tail(g, N)
    return -(direct / g**2 + C) / g**2


Q_numeric = (4 * scaled_rest(0.05) - scaled_rest(0.1)) / 3
assert abs(Q_numeric - Q) < 1e-4
print(f"Q extrapolated from the direct sum = {Q_numeric:.6f}")

# ---------- origin of the excess over the quadratic term ----------
excess_by_k, excess_1s = channel_excess(g_top)
excess_total = np.sum(excess_by_k)
share_k1 = excess_by_k[0] / excess_total
assert share_k1 > 0.9
print(f"excess S + C g^2 at g=0.9 = {excess_total:.6f} Z^2 hartree")
print(f"1s part of this excess = {excess_1s:.6f} Z^2 hartree "
      f"({100*excess_1s/excess_total:.2f} %)")
print(f"whole k=1 part = {excess_by_k[0]:.6f} Z^2 hartree ({100*share_k1:.2f} %)")

g_ten = brentq(lambda g: -C * g * g / scott(g) - 0.9, 0.2, 0.9)
print(f"Schwinger term misses 10 % at g = {g_ten:.5f}, "
      f"Z = {g_ten/fine_structure:.2f}")

# ---------- worked charge ----------
Z = 80
g = Z * fine_structure
hartree_keV = physical_constants["Hartree energy in eV"][0] / 1000
full = Z**2 * scott(g)
quadratic = -Z**2 * C * g * g
print(f"Z = {Z}: g = {g:.6f}, S = {scott(g):.6f} Z^2 hartree")
print(f"Z^2 S = {full:.2f} hartree = {full*hartree_keV:.3f} keV")
print(f"Schwinger term = {quadratic:.2f} hartree")
print(f"full minus Schwinger = {full-quadratic:.2f} hartree "
      f"= {(full-quadratic)*hartree_keV:.3f} keV")
print("every check passed")
```

It prints:

```
Schwinger coefficient C = 0.85411068
quartic coefficient Q = 0.28103365
g = 0.9: s for k=1 = 0.435890; search window E/mc^2 = 0 to 0.959184
kappa  n  E/mc^2 (radial equation)  E/mc^2 (formula)
-1  1  0.43588989  0.43588989
-1  2  0.84731632  0.84731632
-1  3  0.93802206  0.93802206
+1  2  0.84731632  0.84731632
+1  3  0.93802206  0.93802206
-2  2  0.89302855  0.89302855
-2  3  0.95158161  0.95158161
+2  3  0.95158161  0.95158161
-3  3  0.95393920  0.95393920
states in three shells = 28
three-shell sum from radial equation = -0.800573 Z^2 hartree
raw sum at g=0.9 after 1 shells = -0.392864 Z^2 hartree
raw sum at g=0.9 after 3 shells = -0.800573 Z^2 hartree
raw sum at g=0.9 after 10 shells = -1.003347 Z^2 hartree
raw sum at g=0.9 after 100 shells = -1.090549 Z^2 hartree
raw sum at g=0.9 after 1500 shells = -1.099953 Z^2 hartree
tail coefficients at g=0.9: 1/n^2: -1.012500, 1/n^3: -0.050298
tail added after 1500 shells = -0.00067479 Z^2 hartree
g  Z=g/alpha  S  -C g^2  -C g^2-Q g^4 (Z^2 hartree)  missed by -C g^2 (%)
0.1  13.70  -0.008569  -0.008541  -0.008569  0.33
0.2  27.41  -0.034625  -0.034164  -0.034614  1.33
0.3  41.11  -0.079274  -0.076870  -0.079146  3.03
0.4  54.81  -0.144609  -0.136658  -0.143852  5.50
0.5  68.52  -0.234201  -0.213528  -0.231092  8.83
0.6  82.22  -0.354170  -0.307480  -0.343902  13.18
0.7  95.93  -0.515722  -0.418514  -0.485990  18.85
0.8  109.63  -0.742450  -0.546631  -0.661742  26.37
0.9  123.33  -1.100628  -0.691830  -0.876216  37.14
largest difference of the two summations = 7.1e-10 Z^2 hartree
Q extrapolated from the direct sum = 0.281031
excess S + C g^2 at g=0.9 = -0.408798 Z^2 hartree
1s part of this excess = -0.190364 Z^2 hartree (46.57 %)
whole k=1 part = -0.393598 Z^2 hartree (96.28 %)
Schwinger term misses 10 % at g = 0.52961, Z = 72.58
Z = 80: g = 0.583788, S = -0.332282 Z^2 hartree
Z^2 S = -2126.61 hartree = -57.868 keV
Schwinger term = -1862.97 hartree
full minus Schwinger = -263.64 hartree = -7.174 keV
every check passed
```
